# Resmearing the Fermi-Dirac distribution: entropy, bias and k-point convergence, part 1

(Sections cited here and not found follow in the second part.)

## Setting

Hartree atomic units are used with $k_B=1$, so temperatures are energies and entropies are pure numbers. One spin channel is treated. A metal has single-particle levels $\varepsilon_i$, where $i$ labels band and k-point, and $\sum_i$ is the Brillouin-zone average per cell. The electron number per cell is $n_e$, the chemical potential $\mu$ and the physical temperature $T$. With $y=(\mu-\varepsilon)/T$, the Fermi-Dirac (FD) functions are

$$f_{FD}(y)=\frac{1}{1+e^{-y}},\qquad \delta_{FD}=f_{FD}'=f_{FD}(1-f_{FD}),\qquad L_{FD}(y)=\ln(1+e^{y}),$$

$$s_{FD}(y)=L_{FD}(y)-y f_{FD}(y).$$

They obey $L_{FD}'=f_{FD}$, and $-TL_{FD}$ is the grand potential of one level.

At low $T$ the occupation is a steep function of $k$ and a zone sum needs a fine grid. In the Verstraete-Gonze resmearing scheme the FD broadening is convolved with a second kernel $\delta_2(z)$ of energy width $\sigma$. With $R=\sigma/T$, the resmeared broadening is

$$\delta(y)=\int_{-\infty}^{\infty}\delta_2(z)\,\delta_{FD}(y-Rz)\,dz .$$

Let $G(z)=e^{-z^2}/\sqrt{\pi}$ and $a=1/\sqrt2$. The kernels are the Methfessel-Paxton functions of order $p$ (MP$p$, where $p=0$ is the Gaussian),

$$\delta_2(z)=\sum_{n=0}^{p}\frac{(-1)^n}{n!\,4^n}H_{2n}(z)\,G(z),\qquad \text{MP1: }\ \delta_2=\left(\tfrac32-z^2\right)G(z),$$

with $H_n$ the Hermite polynomials, and the Marzari-Vanderbilt cold function,

$$\delta_2(z)=(1-\sqrt2\,u)\,G(u),\qquad u=z-a .$$

The moments are $m_n=\int z^n\delta_2\,dz$. The problem asks in what sense the scheme keeps the physics of temperature $T$, what error it adds, and what it gains in k-points.

## (a) Fourier transforms and moments

Find $\varphi_2(s)=\int\delta_2(z)e^{-isz}dz$ for each kernel, its lowest moments, and the transform and moments of $\delta(y)$.

### Solution

The Rodrigues formula gives $H_{2n}(z)e^{-z^2}=\partial_z^{2n}e^{-z^2}$, and $\partial_u G=-2uG$. Each kernel is therefore a differential operator acting on a Gaussian:

$$\text{MP}p:\ \ \delta_2=\sum_{n=0}^p\frac{(-1)^n}{n!\,4^n}\partial_z^{2n}G(z),\qquad \text{cold}:\ \ \delta_2=(1+a\,\partial_z)\,G(z-a).$$

The cold form holds because $a\,\partial_uG=-2a\,uG=-\sqrt2\,uG$. The transform of $G$ is $e^{-s^2/4}$, a derivative becomes a factor $is$, and a shift by $a$ becomes a factor $e^{-isa}$. With $w=s^2/4$ and $(is)^{2n}=(-1)^ns^{2n}$,

$$\varphi_2^{\text{MP}p}=e^{-w}\sum_{n=0}^p\frac{w^n}{n!},\qquad \varphi_2^{\text{cold}}=e^{-isa-s^2/4}(1+isa).$$

Expanding $e^{-isz}$ under the integral gives $\varphi_2=\sum_n(-is)^nm_n/n!$, from which the moments are read off. All kernels have $\varphi_2(0)=m_0=1$.

For MP$p$ the odd moments vanish because $\varphi_2$ is even. Since the full sum $\sum_n w^n/n!$ is $e^{w}$, one has $1-\varphi_2=e^{-w}\sum_{n>p}w^n/n!=w^{p+1}/(p+1)!+\dots$ All moments from $m_1$ to $m_{2p+1}$ vanish, and matching $s^{2p+2}$ gives $(-1)^{p+1}m_{2p+2}/(2p+2)!=-1/[4^{p+1}(p+1)!]$, or

$$m_{2p+2}=(-1)^p\frac{(2p+2)!}{4^{p+1}(p+1)!}.$$

This is $m_2=1/2$ for the Gaussian, $m_4=-3/4$ for MP1 and $m_6=15/8$ for MP2. For MP1, $e^{-w}(1+w)=1-w^2/2+w^3/3-\dots$, and the $s^6$ term gives $-m_6/720=1/192$, so $m_6=-15/4$.

For the cold kernel, expand the logarithm:

$$\ln\varphi_2=-isa-\frac{s^2}{4}+\left[isa+\frac{s^2a^2}{2}-\frac{is^3a^3}{3}-\frac{s^4a^4}{4}+\dots\right].$$

The linear terms cancel, and the quadratic terms cancel because $a^2=1/2$. Hence $\varphi_2=1-ia^3s^3/3-s^4/16+\dots$ Matching $is^3m_3/6$ and $s^4m_4/24$ gives

$$m_1=m_2=0,\qquad m_3=-2a^3=-\frac{1}{\sqrt2},\qquad m_4=-\frac32 .$$

Below, $n_0$ denotes the order of the first nonzero moment after $m_0$. It is 2 for the Gaussian, 3 for cold, 4 for MP1 and 6 for MP2.

For the FD transform substitute $t=f_{FD}(y)$, so that $dt=\delta_{FD}\,dy$ and $e^{y}=t/(1-t)$:

$$\int\delta_{FD}\,e^{-i\theta y}dy=\int_0^1t^{-i\theta}(1-t)^{i\theta}dt=\Gamma(1-i\theta)\Gamma(1+i\theta)=\frac{\pi\theta}{\sinh\pi\theta}.$$

The integral is a beta function with denominator $\Gamma(2)=1$. The last step uses $\Gamma(1+i\theta)=i\theta\,\Gamma(i\theta)$ and the reflection formula $\Gamma(i\theta)\Gamma(1-i\theta)=\pi/\sin(i\pi\theta)=\pi/(i\sinh\pi\theta)$. From $x/\sinh x=1-x^2/6+7x^4/360-\dots$ the FD moments are $\pi^2/3$ (second) and $7\pi^4/15$ (fourth), and the odd ones vanish.

In the transform of $\delta$ set $y=x+Rz$, which factorizes the double integral into $[\pi\theta/\sinh\pi\theta]\,\varphi_2(R\theta)$. In energy variables, with $\eta=\mu-\varepsilon$, $D(\eta)=\delta(\eta/T)/T$ and $\theta=T\tau$,

$$\hat D(\tau)=\int D(\eta)e^{-i\tau\eta}d\eta=\frac{\pi T\tau}{\sinh\pi T\tau}\;\varphi_2(\sigma\tau).$$

The moments $M_n$ of $\delta(y)$ follow from the binomial expansion of $(x+Rz)^n$ with $m_1=0$:

$$M_0=1,\quad M_1=0,\quad M_2=\frac{\pi^2}{3}+R^2m_2,\quad M_3=R^3m_3,\quad M_4=\frac{7\pi^4}{15}+2\pi^2R^2m_2+R^4m_4 .$$

The middle term of $M_4$ is $6\cdot(\pi^2/3)\cdot R^2m_2$.

## (b) Occupation and the entropy function

Find the occupation $f(y)=\int_{-\infty}^y\delta$, write it for MP1 and cold as a Gaussian average of FD functions, and find the function $s(y)$ that makes $F=E-T\sum_is(y_i)$ stationary at $y_i=(\mu-\varepsilon_i)/T$.

### Solution

Integrating the definition of $\delta$ over $y$ under the $z$ integral, once and then twice, gives

$$f(y)=\int\delta_2(z)f_{FD}(y-Rz)\,dz,\qquad L(y)=\int_{-\infty}^yf=\int\delta_2(z)L_{FD}(y-Rz)\,dz .$$

The limits are $f(-\infty)=0$ and $f(+\infty)=m_0=1$. Insert the operator forms of part (a) and integrate by parts in $z$, with boundary terms removed by the Gaussian. Each integration by parts brings a minus sign, and $\partial_z f_{FD}(y-Rz)=-Rf_{FD}'$ brings another, so each $\partial_z$ becomes $+R\,\partial_y$ acting on the FD function:

$$\text{MP1: } f(y)=\int G(z)\left[f_{FD}-\frac{R^2}{4}f_{FD}''\right]_{y-Rz}dz,$$

$$\text{cold: } f(y)=\int G(z-a)\left[f_{FD}+aR\,\delta_{FD}\right]_{y-Rz}dz .$$

Here $f_{FD}''=\delta_{FD}'=\delta_{FD}(1-2f_{FD})$, by differentiating $f_{FD}(1-f_{FD})$. The weights are now positive, which part (d) uses.

For the entropy, treat $y$ as a free variable that parametrizes the occupation of one level. The level contributes $A(y)=(\varepsilon-\mu)f(y)-Ts(y)$ to $F-\mu n_e$, and $A'(y)=(\varepsilon-\mu)\delta(y)-Ts'(y)$. This must vanish at $y=(\mu-\varepsilon)/T$ for every $\varepsilon$, which forces $s'(y)=-y\,\delta(y)$, or $ds/df=-y$. An empty level carries no entropy, so $s(-\infty)=0$ and

$$s(y)=-\int_{-\infty}^{y}t\,\delta(t)\,dt=L(y)-y f(y).$$

The second form has the derivative $f-f-y\delta=-y\delta$ and vanishes at $-\infty$, so the two agree. A full level has $s(+\infty)=-M_1=0$, which is the reason a kernel needs $m_1=0$. At the stationary point $A=-Tyf-T(L-yf)=-TL(y)$, so the level grand potential is the FD one averaged with $\delta_2$.

With this $s$, $A'(y)=(\varepsilon-\mu+Ty)\,\delta(y)$, and at the physical point $y^*$ the second derivative is $A''=T\delta(y^*)$. The physical point is a minimum where $\delta>0$ and a maximum where $\delta<0$. Every zero of $\delta$ is a further, spurious, stationary point. If $\delta$ changes sign, $s$ is no longer a single-valued function of $f$, and $F-\mu n_e$, though still stationary, is not a minimum with respect to the occupations as soon as some level lies where $\delta<0$.

## (c) Which entropy is the thermodynamic one

Split $s$ into a part tied to $T$ and a part tied to $\sigma$, and find $\partial F/\partial T$ and $\partial F/\partial\sigma$ at fixed $n_e$, for fixed levels and for a self-consistent mean-field energy.

### Solution

Let $\omega(\eta,T,\sigma)=-TL(\eta/T)=-\int\delta_2(z)\,T\,L_{FD}\big((\eta-\sigma z)/T\big)dz$ and $x=(\eta-\sigma z)/T=y-Rz$. The three partial derivatives are taken under the integral. The first is $\partial_\eta\omega=-f$. Since $\partial_Tx=-x/T$, one has $\partial_T[TL_{FD}(x)]=L_{FD}-xf_{FD}=s_{FD}(x)$, so

$$-\partial_T\omega=S_T(y)\equiv\int\delta_2(z)\,s_{FD}(y-Rz)\,dz .$$

Since $\partial_\sigma x=-z/T$, one has $\partial_\sigma\omega=\int z\,\delta_2(z)f_{FD}(y-Rz)\,dz$. Define the entropy function of the bare kernel by $s_2'(z)=-z\delta_2(z)$ and $s_2(-\infty)=0$, so that $s_2(+\infty)=-m_1=0$. Integration by parts gives $\int s_2'f_{FD}\,dz=-\int s_2\,\partial_zf_{FD}\,dz=R\int s_2\,\delta_{FD}\,dz$, and therefore

$$-\partial_\sigma\omega=S_\sigma(y)\equiv R\int s_2(z)\,\delta_{FD}(y-Rz)\,dz .$$

The closed forms are $s_2=G/2$ for the Gaussian, $s_2=(1-2z^2)G/4$ for MP1 and $s_2=-a\,u\,G(u)$ for cold. For MP1, $\partial_z[(1-2z^2)G/4]=(-4z-2z+4z^3)G/4=-z(\tfrac32-z^2)G$. For cold, $z\delta_2=(u+a)(1-\sqrt2u)G=(a-\sqrt2u^2)G=a(1-2u^2)G$, where $\sqrt2\,a=1$ was used, and $\partial_u(uG)=(1-2u^2)G$.

To split $s$, write $s_{FD}(x)=L_{FD}(x)-(y-Rz)f_{FD}(x)$ and average with $\delta_2$. This gives $S_T=L-yf+R\int z\delta_2f_{FD}\,dz=s-RS_\sigma$. Multiplying by $T$,

$$Ts=T\,S_T+\sigma\,S_\sigma .$$

This is Euler's relation for $\omega$, which is homogeneous of degree one in $(\eta,T,\sigma)$.

Now let the energy $E$ be a mean-field functional of orbitals and occupations, as in Kohn-Sham theory, with $\partial E/\partial f_i=\varepsilon_i$ and with no explicit dependence on $T$ or $\sigma$. Fixed levels are the special case $E=\sum_if_i\varepsilon_i$. Take $\eta_i=Ty_i$ as the free variables. From $Ts=TL-\eta f=-\omega-\eta f$,

$$\mathcal A=E-T\sum_is_i-\mu\Big(\sum_if_i-n_e\Big)=E-\mu\sum_if_i+\mu n_e+\sum_i(\omega_i+\eta_if_i).$$

The derivative with respect to $\eta_i$ is $(\varepsilon_i-\mu+\eta_i)\,\partial_\eta f_i$, because $\partial_\eta\omega=-f$ cancels the $f$ from the product rule. It vanishes at $\eta_i=\mu-\varepsilon_i$. At the solution $\mathcal A=F$ is also stationary in the orbitals and in $\mu$, so for $\lambda=T$ or $\sigma$ only the explicit derivative survives:

$$\frac{dF}{d\lambda}=\sum_i\big[(\varepsilon_i-\mu+\eta_i)\,\partial_\lambda f_i+\partial_\lambda\omega_i\big]=\sum_i\partial_\lambda\omega_i .$$

Hence

$$-\frac{\partial F}{\partial T}\Big|_{\sigma,n_e}=\sum_iS_T(y_i),\qquad -\frac{\partial F}{\partial\sigma}\Big|_{T,n_e}=\sum_iS_\sigma(y_i).$$

The function $s$ that enters $F=E-T\sum s$ is $-dF/dT$ only along a line of fixed $R$, where $\sigma$ grows with $T$ and $-dF/dT=S_T+RS_\sigma$. The estimate of the physical entropy is $S_T$ alone. An exchange-correlation functional that depends on $T$ would add its own explicit derivative to the first relation.

For $R\to0$, $RS_\sigma\to0$ and $s\to s_{FD}$. For $T\to0$ at fixed $\sigma$, $R\,\delta_{FD}(y-Rz)$ tends to a Dirac delta at $z=\eta/\sigma$, so $S_\sigma\to s_2(\eta/\sigma)$ and $Ts\to\sigma s_2$, the ordinary MP or cold scheme. In the same limit $s_{FD}(y-Rz)$ is a narrow peak in $z$ of area $R^{-1}\int s_{FD}\,dx$. By parts, $\int s_{FD}\,dx=-\int x\,s_{FD}'\,dx=\int x^2\delta_{FD}\,dx=\pi^2/3$. Thus $S_T\to(\pi^2/3)\,T\,\delta_2(\eta/\sigma)/\sigma$, which is negative for levels where $\delta_2$ is negative.

## (d) When the occupation is monotonic

For which $R$ is $\delta(y)>0$ everywhere, for MP1 and for cold?

### Solution

Differentiating the Gaussian averages of part (b) with respect to $y$ requires $\delta_{FD}'$ and $\delta_{FD}''$. First, $1-2f_{FD}=-\tanh(x/2)$, so $\delta_{FD}'=-\delta_{FD}\tanh(x/2)$. Second, $\delta_{FD}''=\delta_{FD}(1-2f_{FD})^2-2\delta_{FD}^2$, and $(1-2f_{FD})^2=1-4\delta_{FD}$, so $\delta_{FD}''=\delta_{FD}(1-6\delta_{FD})$. Then

$$\text{MP1: }\delta(y)=\int G(z)\left[\Big(1-\frac{R^2}{4}\Big)\delta_{FD}+\frac{3R^2}{2}\delta_{FD}^2\right]_{y-Rz}dz,$$

$$\text{cold: }\delta(y)=\int G(z-a)\Big[\delta_{FD}(x)\big(1-aR\tanh(x/2)\big)\Big]_{x=y-Rz}dz .$$

The MP1 integrand is positive for $R\le2$. The cold integrand is positive for $aR\le1$, that is $R\le\sqrt2$, because $\tanh<1$. These conditions are sufficient.

They are also necessary, as the tail shows. Write $\delta_{FD}(x)=e^{-x}/(1+e^{-x})^2$, so that $e^{y}\delta(y)=\int\delta_2(z)e^{Rz}(1+e^{-(y-Rz)})^{-2}dz$. The last factor lies between 0 and 1 and tends to 1, and $|\delta_2|e^{Rz}$ is integrable, so dominated convergence gives $e^y\delta(y)\to\int\delta_2e^{Rz}dz=\varphi_2(iR)$ as $y\to+\infty$. Setting $s=iR$ in part (a),

$$\text{MP1: }\ e^y\delta\to e^{R^2/4}\Big(1-\frac{R^2}{4}\Big),\qquad\text{cold: }\ e^y\delta\to e^{R^2/4+aR}\,(1-aR).$$

Above the thresholds $R_c=2$ (MP1) and $R_c=\sqrt2$ (cold) the tail is negative, so $1-f=\int_y^\infty\delta<0$ at large $y$ and deep levels are overfilled. MP1 is even, so $f(-y)=1-f(y)$ and high levels get negative occupations of the same size. The cold occupation in part (b) is a positive average of $f_{FD}+aR\,\delta_{FD}>0$, so it stays positive for every $R$ and only overshoots 1. A numerical root of $\delta(30)$ as a function of $R$ gives $2.000000$ and $1.414214$. At $R=4$ the MP1 occupation runs from $-0.0141$ to $1.0141$, and the cold one reaches $1.0479$ while staying positive.

Above $R_c$ a discrete spectrum, such as a coarse grid, can make the electron count decrease with $\mu$, and the Fermi level need not be unique. On a grid fine enough to resolve the density of states the count has slope $\int\delta_2(z)\,g_T(\mu-\sigma z)dz$, with $g_T$ defined in part (e), and this is close to $g_T(\mu)>0$ when the expansion of part (e) holds.

## (e) Residual bias at converged k-sampling

Find $\Delta F=F(T,\sigma)-F(T,0)$ at fixed $n_e$ as a series in $\sigma$, state when the series can be used, and construct an estimator without the leading bias.

### Solution

Let $\Omega_T(\mu)=-T\sum_iL_{FD}((\mu-\varepsilon_i)/T)$. Its first derivative is $-N_T(\mu)$, the FD electron count, and its second is $-g_T(\mu)$, where $g_T=\sum_i\delta_{FD}(y_i)/T$ is the thermally broadened density of states. Summing $\omega$ over fixed levels gives, with no approximation,

$$\Omega_{T,\sigma}(\mu)=\int\delta_2(z)\,\Omega_T(\mu-\sigma z)\,dz .$$

Expand $\Omega_T(\mu-\sigma z)$ in a Taylor series and use $\Omega_T^{(n)}=-g_T^{(n-2)}$ for $n\ge2$. The $n=0$ term returns $\Omega_T$, and the $n=1$ term vanishes with $m_1$:

$$\Delta\Omega(\mu)=-\sum_{n\ge n_0}\frac{(-\sigma)^nm_n}{n!}\,g_T^{(n-2)}(\mu).$$

At fixed $n_e$, $F$ is the value of $\Omega_T+\Delta\Omega+\mu n_e$ at its stationary point in $\mu$. Put $\mu=\mu_T+\delta\mu$, where $N_T(\mu_T)=n_e$. To second order in small quantities the function is $F(T,0)+\Delta\Omega+\Delta\Omega'\,\delta\mu-\tfrac12g_T\,\delta\mu^2$, since the term $\Omega_T'\delta\mu=-n_e\delta\mu$ cancels $n_e\delta\mu$. Stationarity gives $\delta\mu=\Delta\Omega'/g_T$ and

$$\Delta F=\Delta\Omega(\mu_T)+\frac{[\Delta\Omega'(\mu_T)]^2}{2g_T(\mu_T)}+O(\sigma^{3n_0}).$$

The second term is of order $\sigma^{2n_0}$ and requires $g_T(\mu_T)$ well away from zero, which excludes a gap. Inserting the moments, the leading biases are

$$\text{Gauss: }-\frac{\sigma^2}{4}g_T,\qquad\text{cold: }-\frac{\sigma^3}{6\sqrt2}g_T',\qquad\text{MP1: }+\frac{\sigma^4}{32}g_T'',\qquad\text{MP2: }-\frac{\sigma^6}{384}g_T^{(4)} .$$

For cold the sign is $-(-\sigma)^3m_3/6=\sigma^3m_3/6=-\sigma^3/(6\sqrt2)$. For MP1 it is $-\sigma^4(-3/4)/24$, and for MP2 $-\sigma^6(15/8)/720$. The next terms are $+\sigma^4g_T''/16$ for cold and $+\sigma^6g_T^{(4)}/192$ for MP1. The sign of the leading bias is opposite to that of the slope of the density of states for cold and equal to that of its curvature for MP1, so $F(T,\sigma)$ is neither an upper nor a lower bound on $F(T,0)$ for these kernels.

The series is in general asymptotic. The function $L_{FD}$ has branch points at $x=\pm i\pi$, so wherever the spectrum has a sharp feature $\Omega_T$ inherits a singularity at height $\pi T$ above it. The Taylor series then has a finite radius, while $z$ runs over the whole axis. Taylor's theorem with remainder bounds the error after the term $n$ by $\sigma^{n+1}\sup_\mu|g_T^{(n-1)}|\int|z|^{n+1}|\delta_2|dz/(n+1)!$, which proves the order in $\sigma$ at any $T>0$. The series is useful when $\sigma$ is small against the energy $\Delta$ on which $g_T$ varies near $\mu$. For a van Hove singularity, a band edge or a discrete level at distance $d$ from $\mu$, that scale is the distance $\sqrt{d^2+\pi^2T^2}$ to the singularity of $\Omega_T$. If $d$ is not large against $\sigma$, only $T$ can satisfy the condition, which then becomes $\sigma\ll\pi T$, that is, small $R$.

In a self-consistent mean-field theory, use the functional $\Omega_{T,\sigma}[\mu;V]+\mu n_e-\int V\rho+E_{\rm int}[\rho]$ of independent $\mu$, potential $V$ and density $\rho$. Stationarity in $V$ makes $\rho$ the output density, and stationarity in $\rho$ makes $V=\delta E_{\rm int}/\delta\rho$. The width $\sigma$ enters only through the added piece $\Delta\Omega[\mu;V]$. The shifts of $\mu$, $V$ and $\rho$ are of order $\sigma^{n_0}$ and change a stationary functional at order $\sigma^{2n_0}$. The series for $\Delta\Omega$, evaluated with the mean-field $g_T$ of the $\sigma=0$ solution, therefore holds through order $\sigma^{2n_0-1}$.

Write $\Delta F=\sum_kc_k\sigma^k$. By part (c), $\sigma\sum_iS_\sigma=-\sigma\,\partial_\sigma F=-\sum_kk\,c_k\sigma^k$. Therefore

$$\tilde F=F+\frac{\sigma}{n_0}\sum_iS_\sigma,\qquad \tilde F-F(T,0)=\sum_{k>n_0}\Big(1-\frac{k}{n_0}\Big)c_k\sigma^k .$$

The leading term is gone. What remains starts at $-\sigma^4g_T''/48$ for cold and $-\sigma^6g_T^{(4)}/384$ for MP1. The estimator is not stationary in the occupations, so forces obtained from $F$ are not its gradients, and its k-convergence is not covered by part (g). The internal energy is $E=F+T\sum S_T+\sigma\sum S_\sigma$, so $\Delta E=(1-n_0)c_{n_0}\sigma^{n_0}+T\,\Delta S_T+\dots$, where $\Delta S_T$ is the shift of the summed $S_T$. Its first term is $-3$ times the leading bias of $F$ for MP1 and $-2$ times for cold.

## (f) Is the $T^2$ free energy kept?

For a zero-temperature density of states $g$ that is smooth near the Fermi level $\mu_0$, find the low-temperature expansion of $F$ at fixed $R$ and at fixed $\sigma$.

Parts (a) to (e) have established the kernel transforms and moments, the split of the entropy, the limits for monotonic occupations, and the bias at converged k-sampling with an estimator that removes its leading term. What remains is to answer the question just posed in (f), find the convergence with the k-grid, and test the results on a worked model.

Numerical values quoted here were computed with a short program.
